# Four-State Extraction of One Heisenberg Coupling from Collinear Supercell Energies: a numerical check

```python
# Four-state extraction of one Heisenberg pair coupling.
# Result under test: for E = E0 + on-site terms + sum_{i<j} S_i.J_ij.S_j and
# collinear spins s_i = +1 or -1 along an axis n, with spectators held fixed,
#   n.J_12.n = (E_uu - E_ud - E_du + E_dd) / (4 S_1 S_2).
# In a periodic cell this is the sum of J over all images of site 2;
# m is the number of equivalent bonds joining the two sites in the cell.
# t: hopping (eV), U: exchange splitting (eV), a: cubic lattice constant (nm).
import itertools
import numpy as np
from scipy import constants as const

STATES = [(1, 1), (1, -1), (-1, 1), (-1, -1)]
NAMES = ["uu", "ud", "du", "dd"]


def combine(values):
    """Coefficient of s1*s2 from the four values uu, ud, du, dd."""
    return (values[0] - values[1] - values[2] + values[3]) / 4


# ---------- general test: random tensors, fields, lengths and axis ----------
rng = np.random.default_rng(7)
n_spin = 8
tensor = rng.normal(size=(n_spin, n_spin, 3, 3))
onsite = rng.normal(size=(n_spin, 3, 3))
field = rng.normal(size=(n_spin, 3))
length = rng.uniform(0.5, 2.5, n_spin)
axis = rng.normal(size=3)
axis /= np.linalg.norm(axis)
four_spin = 0.3


def vector_energy(signs, k_four):
    vec = (np.array(signs) * length)[:, None] * axis
    total = 11.0 + np.sum(field * vec)
    for i in range(n_spin):
        total += vec[i] @ onsite[i] @ vec[i]
        for j in range(i + 1, n_spin):
            total += vec[i] @ tensor[i, j] @ vec[j]
    return total + k_four * signs[0] * signs[1] * signs[2] * signs[3]


expected = axis @ tensor[0, 1] @ axis
plain, with_four = [], []
for spect in itertools.product([1, -1], repeat=n_spin - 2):
    for k_four, store in ((0.0, plain), (four_spin, with_four)):
        vals = [vector_energy(st + spect, k_four) for st in STATES]
        store.append(combine(vals) / (length[0] * length[1]))
plain, with_four = np.array(plain), np.array(with_four)
max_error = np.max(np.abs(plain - expected))
assert max_error < 1e-11
shift_four = np.max(np.abs(with_four - expected))
assert abs(shift_four - four_spin / (length[0] * length[1])) < 1e-11
assert abs(with_four.mean() - expected) < 1e-11

# ---------- NiO-like spin lattice, coordinates in units of a/2 ----------
a_nm, S, J1, J2 = 0.42, 1.0, -1.0, 20.0          # nm, -, meV, meV
aniso, B = 0.1, 1.0                              # meV, tesla
mu_B = const.physical_constants["Bohr magneton in eV/T"][0] * 1e3
zeeman = 2 * mu_B * B                            # meV per unit spin, g = 2
bonds = {}
for d in itertools.product(range(-2, 3), repeat=3):
    r2 = sum(x * x for x in d)
    if r2 == 2:
        bonds[d] = J1
    elif r2 == 4 and max(map(abs, d)) == 2:
        bonds[d] = J2


def cell_parts(edge, target, couplings):
    """Energy parts (meV) of the four states; rows: states.
    Columns: on-site, chosen pair, pair-to-spectator, spectator-only."""
    sites = [r for r in itertools.product(range(edge), repeat=3)
             if sum(r) % 2 == 0]
    index = {r: i for i, r in enumerate(sites)}
    one, two = index[(0, 0, 0)], index[target]
    reference = np.array([(-1) ** (sum(r) // 2) for r in sites])
    rows = []
    for s1, s2 in STATES:
        s = reference.copy()
        s[one], s[two] = s1, s2
        part = np.zeros(4)
        part[0] = np.sum(aniso * (S * s) ** 2 + zeeman * S * s)
        for r, i in index.items():
            for d, J in couplings.items():
                j = index[tuple((r[k] + d[k]) % edge for k in range(3))]
                if {i, j} == {one, two}:
                    column = 1
                elif {i, j} & {one, two}:
                    column = 2
                else:
                    column = 3
                part[column] += 0.5 * J * S * S * s[i] * s[j]
        rows.append(part)
    return np.array(rows), len(sites)


def image_list(edge, target, couplings):
    """Couplings whose displacement leads from site 1 to an image of site 2."""
    return [J for d, J in couplings.items()
            if all((d[k] - target[k]) % edge == 0 for k in range(3))]


far, near = (2, 0, 0), (1, 1, 0)
parts2, n_small = cell_parts(4, far, bonds)
parts1, _ = cell_parts(4, near, bonds)
parts_big, n_big = cell_parts(8, far, bonds)
total2, total1 = parts2.sum(axis=1), parts1.sum(axis=1)
m2, m1 = len(image_list(4, far, bonds)), len(image_list(4, near, bonds))
m_big = len(image_list(8, far, bonds))
J2_found = combine(total2) / (m2 * S**2)
J1_found = combine(total1) / (m1 * S**2)
J2_big = combine(parts_big.sum(axis=1)) / (m_big * S**2)
assert abs(J2_found - J2) < 1e-9 and abs(J1_found - J1) < 1e-9
assert abs(J2_big - J2) < 1e-9 and (m2, m1, m_big) == (2, 1, 1)
left = [combine(parts2[:, k]) for k in range(4)]
assert max(abs(left[k]) for k in (0, 2, 3)) < 1e-9
single_flip = (total2[0] - total2[1]) / (2 * m2 * S**2)
assert abs(single_flip - J2) > 1.0

# long-range couplings: the energies must return the sum over images
long_range = {d: 30 * np.exp(-np.linalg.norm(d))
              for d in itertools.product(range(-5, 6), repeat=3)
              if sum(d) % 2 == 0 and any(d)}
parts_long, _ = cell_parts(4, near, long_range)
image_sum = sum(image_list(4, near, long_range))
assert abs(combine(parts_long.sum(axis=1)) / S**2 - image_sum) < 1e-8
assert image_sum > long_range[near] * 1.01

# worst case of independent errors of size noise in the four energies
noise = 0.1
worst = max(abs(combine(e)) for e in
            itertools.product([noise, -noise], repeat=4)) / S**2
assert abs(worst - noise / S**2) < 1e-12

# ---------- electrons in a frozen exchange splitting ----------
U, t = 8.0, 0.4                                  # eV
edge = 6
n_site = edge**3
ring = np.roll(np.eye(edge), 1, axis=0)
unit = np.eye(edge)
shifts = [np.kron(np.kron(ring, unit), unit),
          np.kron(np.kron(unit, ring), unit),
          np.kron(np.kron(unit, unit), ring)]
# e_g orbital pointing along each bond, in the basis (x2-y2, 3z2-r2)
lobes = [np.array([np.sqrt(3) / 2, -0.5]),
         np.array([-np.sqrt(3) / 2, -0.5]), np.array([0.0, 1.0])]


def hopping(amplitude, directions):
    T = np.zeros((2 * n_site, 2 * n_site))
    for k in directions:
        T += amplitude * np.kron(shifts[k], np.outer(lobes[k], lobes[k]))
    return T + T.T


def electron_energy(T, s):
    """Sum of the lowest levels, two electrons per site (eV)."""
    D = np.diag(np.repeat(s, 2)) * U / 2
    levels = np.concatenate([np.linalg.eigvalsh(T - D),
                             np.linalg.eigvalsh(T + D)])
    levels.sort()
    assert levels[2 * n_site] - levels[2 * n_site - 1] > 1.0
    return levels[:2 * n_site].sum()


def local_spin(T, s):
    """Spin on site 1 from the occupied orbitals."""
    D = np.diag(np.repeat(s, 2)) * U / 2
    density = []
    for H in (T - D, T + D):
        e, v = np.linalg.eigh(H)
        density.append(np.sum(v[:2, e < 0] ** 2))
    return 0.5 * (density[0] - density[1])


grid = np.array(list(itertools.product(range(edge), repeat=3)))
antiferro = (-1.0) ** grid.sum(axis=1)
ferro = np.ones(n_site)
neighbour = edge * edge                          # site (1,0,0)


def set_pair(reference, s1, s2):
    s = reference.copy()
    s[0], s[neighbour] = s1, s2
    return s


def electron_J(amplitude, reference, directions=(0, 1, 2)):
    T = hopping(amplitude, directions)
    vals = [electron_energy(T, set_pair(reference, *st)) for st in STATES]
    return 1e3 * combine(vals) / S**2            # meV


J_lead = 1e3 * t**2 / U / S**2
J_af, J_fm = electron_J(t, antiferro), electron_J(t, ferro)
J_half = electron_J(t / 2, antiferro)
dev_full, dev_half = J_af / J_lead - 1, 4 * J_half / J_lead - 1
assert abs((4 * dev_half - dev_full) / 3) < 1e-3   # leading term is t^2/U
assert abs(dev_full / dev_half - 4) < 0.4          # correction goes as t^2/U^2
# without closed four-site loops the spectator dependence must collapse
chain_diff = electron_J(t, ferro, (0,)) - electron_J(t, antiferro, (0,))
assert abs(J_fm - J_af) > 0.01
assert abs(chain_diff) < 0.2 * abs(J_fm - J_af)

# two-site cluster: diagonalization against the closed formula
pair_vals = []
for s1, s2 in STATES:
    lev = []
    for spin in (1, -1):
        lev += list(np.linalg.eigvalsh(np.array(
            [[-spin * s1 * U / 2, t], [t, -spin * s2 * U / 2]])))
    pair_vals.append(sum(sorted(lev)[:2]))
J_dimer = 1e3 * combine(pair_vals)
assert abs(J_dimer - 1e3 * (np.sqrt(U**2 / 4 + t**2) - U / 2)) < 1e-9

T_full = hopping(t, (0, 1, 2))
spin_ud = local_spin(T_full, set_pair(antiferro, 1, -1))
spin_uu = local_spin(T_full, set_pair(antiferro, 1, 1))
spin_fm = local_spin(T_full, ferro)
assert abs(spin_fm - S) < 1e-9 and spin_ud < spin_uu < spin_fm
kT = const.k * 300 / const.e * 1e3
flip_cost = total2[3] - total2[1]

# ---------- output ----------
print(f"random model: spectator patterns tested = {len(plain)}")
print(f"random model: largest error of J = {max_error:.1e} (model units)")
print(f"four-spin term {four_spin}: shift of J = {shift_four:.4f} (model units)")
print(f"  after average over patterns = {abs(with_four.mean()-expected):.1e}")
print(f"lattice constant a = {a_nm:.2f} nm, spin S = {S:.0f}")
print(f"J1 distance = {a_nm/np.sqrt(2):.3f} nm, J2 distance = {a_nm:.3f} nm")
print(f"input J1 = {J1:.1f} meV, input J2 = {J2:.1f} meV")
print(f"on-site anisotropy = {aniso:.2f} meV, field = {B:.1f} T")
print(f"Zeeman energy per unit spin = {zeeman:.4f} meV")
print(f"cell edge = {2*a_nm:.2f} nm, Ni sites = {n_small}")
print("J2 pair, meV: on-site, pair, pair-spectator, spectator-only, total")
for name, row, tot in zip(NAMES, parts2, total2):
    print(f"  {name}: " + " ".join(f"{x:10.4f}" for x in row) + f" {tot:10.4f}")
print("  (uu-ud-du+dd)/4: " + " ".join(f"{abs(x):.4f}" for x in left) + " meV")
print(f"J2 pair: bonds m = {m2}, extracted J2 = {J2_found:.4f} meV")
print(f"J2 if m is forgotten = {m2*J2_found:.4f} meV")
print(f"J2 from a single flip = {single_flip:.4f} meV")
print("J1 pair totals, meV: " + " ".join(f"{x:.4f}" for x in total1))
print(f"J1 pair: bonds m = {m1}, extracted J1 = {J1_found:.4f} meV")
print(f"edge {4*a_nm:.2f} nm, {n_big} Ni: m = {m_big}, J2 = {J2_big:.4f} meV")
print(f"long-range test: nearest J = {long_range[near]:.4f} meV")
print(f"long-range test: sum over images = {image_sum:.4f} meV")
print(f"energy noise {noise:.1f} meV: J1 error up to {worst/m1:.3f} meV")
print(f"energy noise {noise:.1f} meV: J2 error up to {worst/m2:.3f} meV")
print(f"electrons: t = {t:.1f} eV, U = {U:.1f} eV, Ni sites = {n_site}")
print(f"leading t^2/U = {J_lead:.4f} meV")
print(f"two-site cluster J = {J_dimer:.4f} meV")
print(f"crystal J, antiferro spectators = {J_af:.4f} meV")
print(f"crystal J, ferro spectators = {J_fm:.4f} meV")
print(f"spectator dependence = {J_fm-J_af:.4f} meV")
print(f"same without four-site loops = {chain_diff:.5f} meV")
print(f"deviation from t^2/U at t = {t:.1f} eV: {100*dev_full:.3f} %")
print(f"deviation from t^2/U at t = {t/2:.1f} eV: {100*dev_half:.3f} %")
print(f"local spin, antiferro spectators: ud {spin_ud:.4f}, uu {spin_uu:.4f}")
print(f"local spin, all parallel = {spin_fm:.4f}")
print(f"thermal energy at 300 K = {kT:.2f} meV")
print(f"cost of one spin flip from order = {flip_cost:.2f} meV")
print("tests ok")
```

Output:

```
random model: spectator patterns tested = 64
random model: largest error of J = 2.6e-15 (model units)
four-spin term 0.3: shift of J = 0.0981 (model units)
  after average over patterns = 3.1e-16
lattice constant a = 0.42 nm, spin S = 1
J1 distance = 0.297 nm, J2 distance = 0.420 nm
input J1 = -1.0 meV, input J2 = 20.0 meV
on-site anisotropy = 0.10 meV, field = 1.0 T
Zeeman energy per unit spin = 0.1158 meV
cell edge = 0.84 nm, Ni sites = 32
J2 pair, meV: on-site, pair, pair-spectator, spectator-only, total
  uu:     3.4315    40.0000     0.0000 -1720.0000 -1676.5685
  ud:     3.2000   -40.0000  -160.0000 -1720.0000 -1916.8000
  du:     3.2000   -40.0000   160.0000 -1720.0000 -1596.8000
  dd:     2.9685    40.0000     0.0000 -1720.0000 -1677.0315
  (uu-ud-du+dd)/4: 0.0000 40.0000 0.0000 0.0000 meV
J2 pair: bonds m = 2, extracted J2 = 20.0000 meV
J2 if m is forgotten = 40.0000 meV
J2 from a single flip = 60.0579 meV
J1 pair totals, meV: -1676.5685 -1916.8000 -1432.8000 -1677.0315
J1 pair: bonds m = 1, extracted J1 = -1.0000 meV
edge 1.68 nm, 256 Ni: m = 1, J2 = 20.0000 meV
long-range test: nearest J = 7.2935 meV
long-range test: sum over images = 12.9063 meV
energy noise 0.1 meV: J1 error up to 0.100 meV
energy noise 0.1 meV: J2 error up to 0.050 meV
electrons: t = 0.4 eV, U = 8.0 eV, Ni sites = 216
leading t^2/U = 20.0000 meV
two-site cluster J = 19.9502 meV
crystal J, antiferro spectators = 19.6942 meV
crystal J, ferro spectators = 19.8014 meV
spectator dependence = 0.1073 meV
same without four-site loops = -0.00422 meV
deviation from t^2/U at t = 0.4 eV: -1.529 %
deviation from t^2/U at t = 0.2 eV: -0.400 %
local spin, antiferro spectators: ud 0.9856, uu 0.9879
local spin, all parallel = 1.0000
thermal energy at 300 K = 25.85 meV
cost of one spin flip from order = 239.77 meV
tests ok
```
